**Exact two-component decoupling of a matrix Dirac Hamiltonian: numerical tests**

The program tests that the N electronic eigenvalues of D C = M C E equal those of h = R†LR in the metric S. Here D and M are the four-component Hamiltonian and metric in restricted kinetic balance, X maps large to small coefficients, L is D projected on the columns (1, X), and R restores the overlap S. X comes from a matrix-sign iteration without eigenvectors, while the reference energies come from direct diagonalization of D. The program asserts the radial integrals against quadrature, and the gap criterion, the equation for X, the block diagonalization and the quadratic error of a wrong X on complex Hermitian matrices. It also asserts the large-c behaviour in a small basis and the loss of rank in a strongly repulsive model that violates the gap condition. For one electron and a point charge Z = 80, the two- and four-component energies of the four printed states differ by at most 1.9e-9 hartree. The 1s energy is -3532.166 hartree, against -3532.192 hartree from the closed Dirac–Coulomb formula, and the difference is the basis error. A free-particle X lowers the 1s energy to -3686.299 hartree, and X = 1 makes it collapse to about -2.5 million hartree.

## Numerical verification

```python
"""
Exact two-component decoupling of a matrix Dirac Hamiltonian.

Result under test: for D C = M C E with
    D = [[V, T], [T, W/(4c^2) - T]],  M = [[S, 0], [0, T/(2c^2)]],
the N eigenvalues above a gap point mu (electronic) are exactly those of
    h = R^+ L R in the metric S,  L = [1 X^+] D [1; X],
where X maps large to small coefficients and R restores the metric S.
S overlap, T kinetic energy, V potential, W matrix of (sigma.p)V(sigma.p),
c speed of light.  Hartree atomic units, rest energy removed.
X is found from a matrix-sign iteration, without any eigenvectors.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, inv, cholesky
from scipy.special import gamma

LIGHT = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def hermitian(a):
    return 0.5 * (a + a.conj().T)


def power(a, exponent):
    values, vectors = eigh(hermitian(a))
    return (vectors * values**exponent) @ vectors.conj().T


def gaussian_moment(m, p):
    """Integral of r^m exp(-p r^2) over r from 0 to infinity."""
    return 0.5 * gamma((m + 1) / 2) / p ** ((m + 1) / 2)


def radial_matrices(kappa, exponents, charge):
    """S, T, V, W for r^(l+1) exp(-a r^2), normalized, V(r) = -charge/r."""
    l = kappa if kappa > 0 else -kappa - 1
    a, b = exponents[:, None], exponents[None, :]
    p = a + b
    q = l + 1 + kappa

    def balanced(shift):
        # product of (d/dr + kappa/r) acting on both functions, times r^shift
        total = 4 * a * b * gaussian_moment(2 * l + 4 + shift, p)
        if q != 0:
            total = total + q**2 * gaussian_moment(2 * l + shift, p)
            total = total - 2 * q * p * gaussian_moment(2 * l + 2 + shift, p)
        return total

    S = gaussian_moment(2 * l + 2, p)
    V = -charge * gaussian_moment(2 * l + 1, p)
    T = 0.5 * balanced(0)
    W = -charge * balanced(-1)
    norm = 1 / np.sqrt(np.diag(S))
    scale = np.outer(norm, norm)
    return S * scale, T * scale, V * scale, W * scale


def dirac_matrices(S, T, V, W, c):
    zero = np.zeros_like(S)
    D = np.block([[V, T], [T, W / (4 * c**2) - T]])
    M = np.block([[S, zero], [zero, T / (2 * c**2)]])
    return D, M


def upper_projector(D, M, mu):
    """Projector on states above mu, in the Cholesky-orthonormal basis."""
    low = cholesky(M, lower=True)
    low_inv = inv(low)
    Y = hermitian(low_inv @ D @ low_inv.conj().T) - mu * np.eye(len(D))
    Y = Y / np.sqrt(np.linalg.norm(Y, 2) / np.linalg.norm(inv(Y), 2))
    for _ in range(40):
        Y = hermitian(0.5 * (Y + inv(Y)))
    return 0.5 * (np.eye(len(D)) + Y), low


def decoupling_matrix(D, M, mu):
    n = len(D) // 2
    P, low = upper_projector(D, M, mu)
    X_orth = P[n:, :n] @ inv(P[:n, :n])
    return inv(low[n:, n:]).conj().T @ X_orth @ low[:n, :n].conj().T


def compressed(D, M, X):
    J = np.vstack([np.eye(len(X)), X])
    return hermitian(J.conj().T @ D @ J), hermitian(J.conj().T @ M @ J)


def renormalizer(metric, dressed):
    half, inv_half = power(metric, 0.5), power(metric, -0.5)
    return inv_half @ power(inv_half @ dressed @ inv_half, -0.5) @ half


def values_of(a, metric):
    return eigh(hermitian(a), hermitian(metric), eigvals_only=True)


# ---- radial integrals against quadrature with numerical derivatives ----
test_exp = np.array([0.7, 1.9])
for kappa in (-1, 1, -2):
    l = kappa if kappa > 0 else -kappa - 1
    raw = [lambda r, a=a: r ** (l + 1) * np.exp(-a * r * r) for a in test_exp]
    size = [quad(lambda r, f=f: f(r) ** 2, 0, 10)[0] ** 0.5 for f in raw]

    def slope(i, r, step=1e-5):
        f = raw[i]
        deriv = (f(r + step) - f(r - step)) / (2 * step)
        return (deriv + kappa * f(r) / r) / size[i]

    S, T, V, W = radial_matrices(kappa, test_exp, 3.0)
    t_num = quad(lambda r: 0.5 * slope(0, r) * slope(1, r), 0, 10)[0]
    w_num = quad(lambda r: -3 / r * slope(0, r) * slope(1, r), 0, 10)[0]
    v_num = quad(lambda r: -3 / r * raw[0](r) * raw[1](r), 0, 10)[0]
    assert abs(T[0, 1] - t_num) < 1e-6
    assert abs(W[0, 1] - w_num) < 1e-6
    assert abs(V[0, 1] - v_num / (size[0] * size[1])) < 1e-6

# ---- general theorem on complex Hermitian matrices, strong relativity ----
rng = np.random.default_rng(7)
n = 4


def random_positive():
    g = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return g @ g.conj().T / (2 * n) + 0.5 * np.eye(n)


c_model = 5.0
S, T = random_positive(), random_positive()
V, W = -random_positive(), -random_positive()
D, M = dirac_matrices(S, T, V, W, c_model)
mu = -c_model**2
MS = M[n:, n:]
all_values = values_of(D, M)
shifted_small = D[n:, n:] - mu * MS
schur = V - mu * S - T @ inv(shifted_small) @ T
assert np.linalg.eigvalsh(shifted_small).max() < 0
assert np.linalg.eigvalsh(hermitian(schur)).min() > 0
assert np.sum(all_values > mu) == n
# the Schur complement counts the states above any other admissible point too
mu_high = 0.5 * (all_values[n] + all_values[n + 1])
small_high = D[n:, n:] - mu_high * MS
schur_high = V - mu_high * S - T @ inv(small_high) @ T
assert np.linalg.eigvalsh(small_high).max() < 0
assert np.sum(np.linalg.eigvalsh(hermitian(schur_high)) > 0) == n - 1

X = decoupling_matrix(D, M, mu)
riccati = T + D[n:, n:] @ X - MS @ X @ inv(S) @ (V + T @ X)
assert np.abs(riccati).max() < 1e-9
L, S_dressed = compressed(D, M, X)
R = renormalizer(S, S_dressed)
J_up = np.vstack([np.eye(n), X])
J_down = np.vstack([-inv(S) @ X.conj().T @ MS, np.eye(n)])
R_down = renormalizer(MS, J_down.conj().T @ M @ J_down)
U = np.hstack([J_up @ R, J_down @ R_down])
D_new, M_new = U.conj().T @ D @ U, U.conj().T @ M @ U
model_offdiag = np.abs(D_new[n:, :n]).max()
model_error = np.abs(values_of(D_new[:n, :n], S) - all_values[n:]).max()
assert np.abs(M_new - M).max() < 1e-10
assert model_offdiag < 1e-9 and model_error < 1e-9
assert np.abs(values_of(D_new[n:, n:], MS) - all_values[:n]).max() < 1e-8

# any other X cannot raise an eigenvalue, and its error is quadratic
direction = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
for strength in (0.01, 0.1, 1.0, 10.0):
    trial = values_of(*compressed(D, M, X + strength * direction))
    assert np.all(trial <= all_values[n:] + 1e-9)
loss = [all_values[n] - values_of(*compressed(D, M, X + e * direction))[0]
        for e in (1e-3, 5e-4)]
quadratic_ratio = loss[0] / loss[1]
assert abs(quadratic_ratio - 4) < 0.05

# ---- failure: repulsion of 10 hartree on one of two functions, c = 1 ----
one = np.eye(2)
barrier = np.diag([10.0, 0.0])
D_bad, M_bad = dirac_matrices(one, one, barrier, 2 * barrier, 1.0)
bad_values = values_of(D_bad, M_bad)
mu_bad = 0.5 * (bad_values[1] + bad_values[2])
P_bad, _ = upper_projector(D_bad, M_bad, mu_bad)
bad_rank = np.linalg.matrix_rank(P_bad[:2, :2], tol=1e-9)
bad_small_top = np.linalg.eigvalsh(D_bad[2:, 2:] - mu_bad * M_bad[2:, 2:])[-1]
assert bad_small_top > 0 and bad_rank == 1

# ---- large-c limit in a small fixed basis ----
S, T, V, W = radial_matrices(-1, 0.2 * 3.0 ** np.arange(4), 1.0)
x_rest, h_rest = [], []
for c in (LIGHT, 2 * LIGHT):
    D, M = dirac_matrices(S, T, V, W, c)
    X = decoupling_matrix(D, M, -c**2)
    first = inv(T) @ W / (4 * c**2) - inv(S) @ (T + V) / (2 * c**2)
    x_rest.append(np.linalg.norm(X - np.eye(4) - first))
    L, S_dressed = compressed(D, M, X)
    R = renormalizer(S, S_dressed)
    h_rest.append(np.linalg.norm(R.T @ L @ R - T - V))
x_ratio, h_ratio = x_rest[0] / x_rest[1], h_rest[0] / h_rest[1]
assert abs(x_ratio - 16) < 0.5 and abs(h_ratio - 4) < 0.05

# ---- worked example: one electron, point charge 80 ----
CHARGE, COUNT, FIRST, RATIO = 80.0, 20, 20.0, 2.5
exponents = FIRST * RATIO ** np.arange(COUNT)
mu = -LIGHT**2
# Rounding: eigenvalues reach about 1e7 hartree and the basis is nearly
# dependent, so bound energies are only good to a small part of 1e-3 hartree.
ABS_TOL, REL_TOL = 1e-3, 1e-9


def dirac_coulomb(principal, kappa):
    g = np.sqrt(kappa**2 - (CHARGE / LIGHT) ** 2)
    ratio = CHARGE / LIGHT / (principal - abs(kappa) + g)
    return LIGHT**2 * (1 / np.sqrt(1 + ratio**2) - 1)


rows = []
for kappa, states in ((-1, (("1s1/2", 1), ("2s1/2", 2))),
                      (1, (("2p1/2", 2),)), (-2, (("2p3/2", 2),))):
    S, T, V, W = radial_matrices(kappa, exponents, CHARGE)
    D, M = dirac_matrices(S, T, V, W, LIGHT)
    four, vectors = eigh(D, M)
    electronic = four[COUNT:]
    small_top = values_of(D[COUNT:, COUNT:], M[COUNT:, COUNT:])[-1]
    assert small_top < mu and four[COUNT - 1] < mu < electronic[0]
    X = decoupling_matrix(D, M, mu)
    L, S_dressed = compressed(D, M, X)
    R = renormalizer(S, S_dressed)
    two = values_of(R.T @ L @ R, S)
    allowed = ABS_TOL + REL_TOL * np.abs(electronic)
    assert np.all(np.abs(two - electronic) < allowed)
    nonrel = values_of(T + V, S)
    for index, (name, principal) in enumerate(states):
        closed = dirac_coulomb(principal, kappa)
        assert abs(electronic[index] / closed - 1) < 1e-3
        rows.append((name, electronic[index], two[index], closed,
                     nonrel[index]))
    if kappa == -1:
        gap = (small_top, four[COUNT - 1], electronic[0])
        large_bottom = values_of(V, S)[0]
        top_value = electronic[-1]
        big, small = vectors[:COUNT, COUNT], vectors[COUNT:, COUNT]
        MS = M[COUNT:, COUNT:]
        weight = small @ MS @ small
        mismatch = small - X @ big
        assert np.sqrt(abs(mismatch @ MS @ mismatch)) < 1e-6
        D_free, M_free = dirac_matrices(S, T, 0 * V, 0 * W, LIGHT)
        X_free = decoupling_matrix(D_free, M_free, mu)
        free = values_of(*compressed(D, M, X_free))
        unit = values_of(*compressed(D, M, np.eye(COUNT)))
        assert np.all(free <= electronic + allowed)
        assert np.all(unit <= electronic + allowed)
        unnormalized = values_of(L, S)[0]
        assert abs(unnormalized - electronic[0]) > 1.0

print(f"speed of light c = {LIGHT:.6f} a.u.")
print(f"2c^2 = {2 * LIGHT**2:.3f} hartree")
print(f"charge Z = {CHARGE:.0f}; Gaussians per kappa N = {COUNT}")
print(f"smallest exponent = {exponents[0]:.1f} bohr^-2, ratio = {RATIO}")
print(f"largest exponent = {exponents[-1]:.4e} bohr^-2")
print(f"gap point mu = -c^2 = {mu:.3f} hartree")
print(f"kappa=-1: top of small-small block = {gap[0]:.3f} hartree")
print(f"kappa=-1: highest lower eigenvalue = {gap[1]:.3f} hartree")
print(f"kappa=-1: lowest electronic eigenvalue = {gap[2]:.3f} hartree")
print(f"kappa=-1: bottom of large-large block = {large_bottom:.4e} hartree")
print(f"kappa=-1: highest electronic eigenvalue = {top_value:.4e} hartree")
for name, e4, e2, closed, nr in rows:
    print(f"{name} four-component = {e4:.3f} hartree")
    print(f"{name} two-component = {e2:.3f} hartree")
    print(f"{name} |two - four| = {abs(e2 - e4):.1e} hartree")
    print(f"{name} closed Dirac-Coulomb = {closed:.3f} hartree")
    print(f"{name} nonrelativistic, same basis = {nr:.3f} hartree")
print(f"1s1/2 two-component = {rows[0][2] * HARTREE_EV / 1000:.3f} keV")
split = rows[3][2] - rows[2][2]
print(f"2p3/2 - 2p1/2 two-component = {split:.3f} hartree")
print(f"2p splitting = {split * HARTREE_EV / 1000:.4f} keV")
print(f"1s small-component weight = {weight:.5f} (no unit)")
print(f"1s with free-particle X = {free[0]:.3f} hartree")
print(f"1s with X = 1 = {unit[0]:.3f} hartree")
print(f"1s without renormalization = {unnormalized:.3f} hartree")
print(f"complex model (N=4, c=5): eigenvalue error = {model_error:.1e} a.u.")
print(f"complex model: off-diagonal block = {model_offdiag:.1e} a.u.")
print(f"error ratio on halving the error of X = {quadratic_ratio:.4f}")
print(f"doubling c: remainder of X falls by {x_ratio:.3f}")
print(f"doubling c: h - (T+V) falls by {h_ratio:.4f}")
print("repulsive model (c=1, S=T=1, barrier 10 hartree) eigenvalues =",
      " ".join(f"{v:.4f}" for v in bad_values), "hartree")
print(f"repulsive model: mu = {mu_bad:.4f} hartree")
print(f"repulsive model: rank of P_LL = {bad_rank} of 2")
print("checks complete")
```

Output:

```
speed of light c = 137.035999 a.u.
2c^2 = 37557.730 hartree
charge Z = 80; Gaussians per kappa N = 20
smallest exponent = 20.0 bohr^-2, ratio = 2.5
largest exponent = 7.2760e+08 bohr^-2
gap point mu = -c^2 = -18778.865 hartree
kappa=-1: top of small-small block = -37819.987 hartree
kappa=-1: highest lower eigenvalue = -37849.935 hartree
kappa=-1: lowest electronic eigenvalue = -3532.166 hartree
kappa=-1: bottom of large-large block = -4.1136e+06 hartree
kappa=-1: highest electronic eigenvalue = 7.1383e+06 hartree
1s1/2 four-component = -3532.166 hartree
1s1/2 two-component = -3532.166 hartree
1s1/2 |two - four| = 1.9e-09 hartree
1s1/2 closed Dirac-Coulomb = -3532.192 hartree
1s1/2 nonrelativistic, same basis = -3199.994 hartree
2s1/2 four-component = -904.816 hartree
2s1/2 two-component = -904.816 hartree
2s1/2 |two - four| = 1.5e-10 hartree
2s1/2 closed Dirac-Coulomb = -904.848 hartree
2s1/2 nonrelativistic, same basis = -799.974 hartree
2p1/2 four-component = -904.837 hartree
2p1/2 two-component = -904.837 hartree
2p1/2 |two - four| = 3.3e-10 hartree
2p1/2 closed Dirac-Coulomb = -904.848 hartree
2p1/2 nonrelativistic, same basis = -799.979 hartree
2p3/2 four-component = -817.790 hartree
2p3/2 two-component = -817.790 hartree
2p3/2 |two - four| = 9.0e-12 hartree
2p3/2 closed Dirac-Coulomb = -817.807 hartree
2p3/2 nonrelativistic, same basis = -799.979 hartree
1s1/2 two-component = -96.115 keV
2p3/2 - 2p1/2 two-component = 87.047 hartree
2p splitting = 2.3687 keV
1s small-component weight = 0.09405 (no unit)
1s with free-particle X = -3686.299 hartree
1s with X = 1 = -2530006.181 hartree
1s without renormalization = -3927.011 hartree
complex model (N=4, c=5): eigenvalue error = 8.4e-15 a.u.
complex model: off-diagonal block = 7.2e-16 a.u.
error ratio on halving the error of X = 4.0002
doubling c: remainder of X falls by 15.987
doubling c: h - (T+V) falls by 3.9978
repulsive model (c=1, S=T=1, barrier 10 hartree) eigenvalues = -2.7321 0.7321 7.2679 10.7321 hartree
repulsive model: mu = 4.0000 hartree
repulsive model: rank of P_LL = 1 of 2
checks complete
```
